\section*{Minimum Resistance of a Balanced Superjunction at Fixed Peak Field}

\section*{The problem}

A superjunction drift region consists of alternating n and p columns. Each column has width $w$, length $L$ and uniform doping $N$, so the donor and acceptor charges balance. The semiconductor has permittivity $\varepsilon$, and electrons move along the n columns with constant mobility $\mu$. In the blocking state the columns are fully depleted and support a voltage $V$.

Put $x=0$ at the centre of an n column, so that the neighbouring junction is at $x=w/2$ and the next p-column centre at $x=w$. The axial coordinate $y$ runs from the source end, $y=0$, to the drain end, $y=L$. Columns are long, $L\gg w$, and nothing varies in the third direction. The elementary charge is $q>0$.

\section*{(a) The field away from the ends}

\textbf{Question.} Find the lateral and axial fields far from both ends, and locate the largest total field there.

\textbf{Solution.} Average Poisson's equation over one pitch $2w$. The mean charge is zero, and the lateral derivative averages to zero by periodicity. The mean potential therefore satisfies $d^2\bar\phi/dy^2=0$. With $\bar\phi(0)=0$ and $\bar\phi(L)=V$,
\begin{equation}
\bar\phi=\frac{V}{L}\,y,\qquad E_y\equiv\frac{V}{L}.
\end{equation}
Here $E_y$ is a magnitude; the field points from drain to source.

Far from the ends, $\phi=E_yy+u(x)$, where $u$ has period $2w$. The lateral field vanishes at $x=0$ by symmetry. Gauss's law in the n column gives
\begin{equation}
-\frac{du}{dx}=\frac{1}{\varepsilon}\int_0^x qN\,dx'=\frac{qNx}{\varepsilon},\qquad 0\le x\le \frac w2 .
\end{equation}
Beyond the junction the acceptor charge $-qN$ brings this field linearly back to zero at $x=w$. Its peak is at the junction:
\begin{equation}
E_x\equiv\frac{qNw}{2\varepsilon}.\label{ex}
\end{equation}
The two components are perpendicular and $E_y$ is uniform, so the largest total field in this interior region is $\sqrt{E_x^2+E_y^2}$, at the junctions.

\section*{(b) The specific resistance}

\textbf{Question.} Express the ideal specific resistance through $E_x$ and $E_y$. Ideal means that the whole n column conducts, all donors supply electrons, and contacts and current spreading cost nothing.

\textbf{Solution.} For depth $Z$, one n column has resistance $L/(q\mu NwZ)$. It occupies the device area $2wZ$, because the p column beside it carries no electron current. Resistance times area is
\begin{equation}
R=\frac{L}{q\mu NwZ}\,(2wZ)=\frac{2L}{q\mu N}.
\end{equation}
Equation~(\ref{ex}) gives $qN=2\varepsilon E_x/w$, and $L=V/E_y$. Hence
\begin{equation}
R=\frac{2V}{E_y\mu}\,\frac{w}{2\varepsilon E_x}
=\frac{wV}{\mu\varepsilon E_xE_y}.\label{rprod}
\end{equation}
A large lateral field permits high doping, and a large axial field permits a short column. The two compete for the same field budget.

\section*{(c) The minimum at fixed interior peak field}

\textbf{Question.} Hold $w$, $V$, $\mu$ and $\varepsilon$ fixed, and fix the interior peak by $E_x^2+E_y^2=E_c^2$. Find the smallest $R$ and the corresponding $N$ and $L$.

\textbf{Solution.} From $(E_x-E_y)^2\ge0$,
\begin{equation}
2E_xE_y\le E_x^2+E_y^2=E_c^2,
\end{equation}
with equality when $E_x=E_y=E_c/\sqrt2$. The largest product is $E_c^2/2$, and (\ref{rprod}) becomes
\begin{equation}
\boxed{R_{\min}=\frac{2wV}{\mu\varepsilon E_c^2}}\label{rmin}
\end{equation}
with
\begin{equation}
N=\frac{2\varepsilon E_x}{qw}=\frac{\sqrt2\,\varepsilon E_c}{qw},
\qquad L=\frac{V}{E_y}=\frac{\sqrt2\,V}{E_c}.
\end{equation}
The optimum doping does not depend on $V$. A higher voltage lengthens the columns in proportion, which makes $R_{\min}$ linear in $V$. Narrower columns allow more doping at the same lateral field, which makes it linear in $w$.

The minimum is shallow. On the same constraint,
\begin{equation}
\frac{R}{R_{\min}}=\frac{E_c^2}{2E_xE_y}.
\end{equation}
For $E_x=E_c/2$, $E_y=\sqrt3E_c/2$, and the ratio is $2/\sqrt3=1.155$.

The factor 2 belongs to the vector magnitude. If the scalar sum $E_x+E_y$ were set equal to $E_c$, the largest product would be $E_c^2/4$ and the factor would be 4.

\section*{(d) The field at the column ends}

\textbf{Question.} Let the columns end on flat equipotential layers at $y=0$ and $y=L$. Find the largest field in the whole drift region. Is full depletion consistent?

\textbf{Solution.} The lateral potential $u(x)$ must be cancelled on each electrode. Expand the charge in cosines with $k_m=(2m+1)\pi/w$, $m=0,1,2,\ldots$. The coefficients are
\begin{align}
\rho_m&=\frac{2qN}{w}\left[\int_0^{w/2}\cos k_mx\,dx-\int_{w/2}^{w}\cos k_mx\,dx\right]\nonumber\\
&=\frac{2qN}{wk_m}\left[2\sin\frac{k_mw}{2}-\sin k_mw\right]
=\frac{4qN(-1)^m}{wk_m}.
\end{align}
Since $-u''=\rho/\varepsilon$, the potential coefficients are $u_m=\rho_m/(\varepsilon k_m^2)$. The potential that satisfies Poisson's equation and both electrode conditions is
\begin{equation}
\phi=E_yy+\sum_m u_m\cos(k_mx)\left[1-\frac{\cosh k_m(y-L/2)}{\cosh(k_mL/2)}\right].\label{phi}
\end{equation}
The bracket vanishes at both ends, and each added hyperbolic term is a solution of Laplace's equation. At the source electrode,
\begin{equation}
\left.\frac{\partial\phi}{\partial y}\right|_{0}=E_y+\sum_m u_mk_m\tanh\!\left(\frac{k_mL}{2}\right)\cos k_mx .
\end{equation}
For $L\gg w$ each hyperbolic tangent tends to one. At $x=0$ the sum is then
\begin{equation}
\sum_m\frac{4qN(-1)^m}{\varepsilon wk_m^2}
=\frac{4qNw}{\pi^2\varepsilon}\sum_m\frac{(-1)^m}{(2m+1)^2}
=\frac{8G}{\pi^2}E_x\equiv\kappa E_x,
\end{equation}
where $G$ is Catalan's constant and $\kappa=0.7425$. At the p centre $\cos k_mw=-1$, so the field is $E_y-\kappa E_x$. Between them it falls steadily. With $\theta=\pi x/w$, the $x$ derivative of the sum is a negative constant times
\begin{equation}
\sum_m\frac{(-1)^m\sin(2m+1)\theta}{2m+1}
=\operatorname{Im}\arctan e^{i\theta}=\frac14\ln\frac{1+\sin\theta}{1-\sin\theta},
\end{equation}
which is positive for $0<\theta<\pi$, diverging at the junction. At the drain electrode the roles of n and p are exchanged.

It remains to rule out a larger field elsewhere. Inside a uniformly charged column, $\nabla^2\phi$ is constant, so
\begin{equation}
\nabla^2|\nabla\phi|^2=2\sum_{i,j}\left(\partial_i\partial_j\phi\right)^2\ge0 .
\end{equation}
The field magnitude therefore reaches its maximum on the column boundary: an electrode or a junction. At a junction $\cos(k_mw/2)=0$, so the axial field is $E_y$. The lateral field is a sum of positive terms $u_mk_m(-1)^m$, each multiplied by the bracket in (\ref{phi}), which lies between zero and one. It cannot exceed $E_x$. For long columns the peak is thus
\begin{equation}
E_{\rm peak}=\max\left\{\sqrt{E_x^2+E_y^2},\;E_y+\kappa E_x\right\}.\label{peak}
\end{equation}
At the optimum of part (c), the second entry is $(1+\kappa)E_c/\sqrt2=1.23E_c$. Equation~(\ref{rmin}) is therefore the minimum for a fixed interior peak, not for a fixed peak over the whole device with these ends.

Full depletion is consistent there. The charge does not depend on $y$, so $\partial\phi/\partial y$ obeys Laplace's equation throughout the drift region and has its minimum on an electrode. That minimum is $E_y-\kappa E_x$. When it is positive, the potential rises steadily from 0 to $V$ along every vertical line, leaving no pocket in which carriers from the electrodes would collect. Equal components satisfy this because $\kappa<1$.

\section*{(e) The minimum when the ends must also obey the limit}

\textbf{Question.} Repeat the minimization with the field bounded by $E_c$ everywhere.

\textbf{Solution.} First impose the end condition alone, $E_y+\kappa E_x\le E_c$. The product of two positive numbers with a given sum is largest when they are equal, so
\begin{equation}
E_y(\kappa E_x)\le\frac{E_c^2}{4},\qquad
E_y=\frac{E_c}{2},\quad E_x=\frac{E_c}{2\kappa}\ \text{at equality}.
\end{equation}
The interior field is then $\frac12\sqrt{1+\kappa^{-2}}\,E_c=0.84E_c$. The condition left aside is satisfied, so this is also the optimum with both conditions. From (\ref{rprod}),
\begin{equation}
R_{\rm end}=\frac{4\kappa wV}{\mu\varepsilon E_c^2}
=2.97\,\frac{wV}{\mu\varepsilon E_c^2}.
\end{equation}
The scaling is unchanged, but the coefficient is 48\% above that of (\ref{rmin}). The columns have $L=2V/E_c$ and $N=\varepsilon E_c/(\kappa qw)$. The lowest electrode field, $E_y-\kappa E_x$, is zero, so this design sits at the edge of full depletion. Shaped or graded ends would require another field calculation.

\section*{(f) Comparison with a uniformly doped layer}

\textbf{Question.} At the same $V$, $\mu$, $\varepsilon$ and $E_c$, find the best uniformly doped drift layer.

\textbf{Solution.} Let $N_u$ be its doping and $L_u$ its length. The field falls linearly from $E_c$, so
\begin{equation}
V=E_cL_u-\frac{qN_uL_u^2}{2\varepsilon},\qquad
qN_u=\frac{2\varepsilon(E_cL_u-V)}{L_u^2}.
\end{equation}
The full area conducts, and
\begin{equation}
R_u=\frac{L_u}{q\mu N_u}=\frac{L_u^3}{2\mu\varepsilon(E_cL_u-V)}.
\end{equation}
Setting the derivative of $\ln R_u$ to zero gives $3/L_u=E_c/(E_cL_u-V)$, hence $L_u=3V/(2E_c)$. Because $R_u$ diverges both as $L_u\to V/E_c$ from above and as $L_u\to\infty$, this is a minimum. Then $E_cL_u-V=V/2$ and
\begin{equation}
R_u=\frac{27V^3/(8E_c^3)}{\mu\varepsilon V}=\frac{27V^2}{8\mu\varepsilon E_c^3},
\qquad \frac{R_u}{R_{\min}}=\frac{27V}{16wE_c}.
\end{equation}
The far-end field is $E_c-qN_uL_u/\varepsilon=E_c/3$, so the layer is fully depleted. The superjunction gains a factor proportional to $V/w$. Formally the two resistances meet at $w=27V/(16E_c)$, but this width exceeds the column length $\sqrt2V/E_c$. The long-column assumption has failed by then, so the crossing is not a design boundary.

\section*{(g) Two limits on the ideal scaling}

\textbf{Question.} How does the optimum of part (c) change if mobility falls with doping? What stops the resistance from vanishing as $w\to0$?

\textbf{Solution.} Suppose $\mu\propto N^{-s}$ with $0\le s<1$. Since $N\propto E_x$, (\ref{rprod}) gives $R\propto1/(E_x^{1-s}E_y)$. Write $E_x^2=aE_c^2$ and $E_y^2=(1-a)E_c^2$. Maximizing the logarithm of the denominator gives
\begin{equation}
\frac{1-s}{a}=\frac1{1-a},\qquad
\frac{E_x}{E_c}=\sqrt a=\sqrt{\frac{1-s}{2-s}} .
\end{equation}
The best doping is lower. For $s=0.3$, $E_x/E_c=0.642$. If the mobility is matched at the equal-field doping, reoptimization lowers $R$ by only 1.3\%.

For narrow columns, consider the built-in voltage $V_b$. At zero bias it depletes a depth $d$ on each side of a junction. The triangular field has height $qNd/\varepsilon$ and base $2d$, so
\begin{equation}
V_b=\frac{qNd^2}{\varepsilon},\qquad d=\sqrt{\frac{\varepsilon V_b}{qN}} .
\end{equation}
An n column loses $d$ at both sides, and its open fraction is $1-2d/w$. Inserting the doping of part (c),
\begin{equation}
\frac{2d}{w}=\sqrt{\frac{w_0}{w}},\qquad w_0=\frac{2\sqrt2\,V_b}{E_c}.
\end{equation}
The resistance is now proportional to $w/(1-\sqrt{w_0/w})$. With $t=\sqrt{w_0/w}$ this is $w_0/[t^2(1-t)]$, which is smallest at $t=2/3$, or $w=9w_0/4$. Narrower columns have higher resistance and, in this depletion approximation, close at $w=w_0$; in reality a small tail of mobile electrons remains there. This estimate keeps the doping rule of part (c), constant $\mu$, $V_b$ and $E_c$, and full ionization. If the doping is reoptimized with the width, the open fraction is $1-\sqrt{2V_b/(E_xw)}$, the best width is $9V_b/(2E_x)$ and $R\propto1/(E_x^2E_y)$; then $E_x=\sqrt{2/3}\,E_c$, $w=1.95w_0$, the minimum is 8\% lower, and columns of width $w_0$ remain open. Very narrow columns are heavily doped, where constant mobility and full ionization become doubtful, so $9w_0/4$ indicates a scale rather than a design width.

\section*{(h) A 3300 V example}

\textbf{Question.} Evaluate the designs for $w=2~\mu$m, $V=3300$ V, $\mu=600$ cm$^2$/Vs, relative permittivity 10 and $E_c=2$ MV/cm. Estimate the main neglected effects.

\textbf{Solution.} These are rough round values in the regime of 4H silicon carbide. With $\varepsilon=8.854\times10^{-13}$ F/cm, the interior optimum has $E_x=E_y=1.414$ MV/cm, $N=7.82\times10^{16}$ cm$^{-3}$, $L=23.3~\mu$m and
\begin{equation}
R_{\min}=\frac{2(2\times10^{-4})(3300)}
{600(8.854\times10^{-13})(2\times10^6)^2}\ \Omega\,{\rm cm^2}
=0.621\ {\rm m}\Omega\,{\rm cm^2}.
\end{equation}
A two-dimensional finite-difference solution of Poisson's equation gives 2.00 MV/cm at the junction at mid-length and 2.46 MV/cm at the end, in agreement with part (d). Respecting 2 MV/cm at the ends too requires $L=33.0~\mu$m and $N=7.44\times10^{16}$ cm$^{-3}$, and gives $R_{\rm end}=0.922$ m$\Omega\,$cm$^2$. The numerical peak for that design is 2.00 MV/cm. The best uniform layer has 8.65 m$\Omega\,$cm$^2$ at the same mobility and $E_c$, 13.9 times $R_{\min}$. That design exceeds $E_c$ at its ends, however; at equal peak field everywhere the ratio is $R_u/R_{\rm end}=9.4$. Its lower doping would normally give it a higher mobility, which would reduce that advantage.

\textit{Conduction.} For $V_b=3$ V, $d=0.146~\mu$m and the open fraction is 0.854. Take one donor level 0.08 eV below the band, spin degeneracy two, and a band density $N_c=1.7\times10^{19}$ cm$^{-3}$ at 300 K, scaling as $T^{3/2}$. The ionized fraction $f$ follows from neutrality,
\begin{equation}
f\left[1+\frac{2fN}{N_c}\exp\!\left(\frac{0.08\ {\rm eV}}{k_BT}\right)\right]=1,
\end{equation}
which gives $f=0.852$ at 300 K. The interior design becomes $0.621/(0.854\times0.852)=0.853$ m$\Omega\,$cm$^2$. At 425 K, $f=0.956$, while an assumed $T^{-2.4}$ law multiplies the mobility by 0.433. With $V_b$ held at 3 V, the result is $0.621/(0.854\times0.956\times0.433)=1.76$ m$\Omega\,$cm$^2$. With these inputs heating costs a factor 2.06, more than the factor 1.37 of the other two losses together. The single level is a simplification: nitrogen in 4H silicon carbide occupies two sites, and equally populated levels at 0.061 and 0.126 eV would give $f=0.73$ and 0.99 m$\Omega\,$cm$^2$ at 300 K. Heating then costs 1.84 against 1.60, and with a $T^{-2}$ mobility law the two factors would be equal.

\textit{Charge balance.} If the donor density is $N(1+\delta)$, the mean charge is $qN\delta/2$. The mean axial field then has slope of magnitude $qN\delta/(2\varepsilon)$. At fixed $V$ it rises at the source end by
\begin{equation}
\Delta E=\frac{qN\delta}{2\varepsilon}\,\frac L2=\frac{qN\delta L}{4\varepsilon}.
\end{equation}
For $\delta=2\%$ this is 0.165 MV/cm, or 12\% of $E_y$. The numerical end peak rises to 2.64 MV/cm, and the interior design stays fully depleted, with a lowest axial field of 0.19 MV/cm. The design of part (e) has no such margin: a donor excess leaves an undepleted pocket at the drain end of the n column.

\textit{Breakdown.} A peak field alone does not determine avalanche; the path length matters. Let both carriers have the rough ionization coefficient $\alpha=(5\times10^6\ {\rm cm^{-1}})\exp[-(16\ {\rm MV/cm})/E]$. Avalanche then requires $\int\alpha\,ds=1$ along a field line. For the interior design with perfectly balanced columns the integral is 0.34 along an n-column centre, including its high-field end, and 0.26 along a line crossing a junction at mid-length, with end corrections omitted. Neither path reaches avalanche with these inputs, although the end exceeds 2 MV/cm. The same coefficient gives 0.63 for the uniform layer of part (f), whose peak is only 2 MV/cm, so equal peak field does not mean equal margin to avalanche. This does not establish the breakdown voltage: other paths, direction-dependent coefficients and the device edge are not included. For tunnelling across a 3.2 eV gap with mass 0.3 electron masses, the semiclassical exponent of a one-band triangular barrier at the end peak is 87. A two-band barrier would lower the exponent to about 51 if 0.3 is the mass of each band, or to about 72 if it is the reduced mass; direct tunnelling is negligible in every case.

\textit{Comparison with real devices.} The permittivity, mobility and field are plausible for 4H silicon carbide. The column doping is far above that of a conventional 3.3 kV drift layer, roughly a few $10^{15}$ cm$^{-3}$, and columns about twelve times longer than wide are demanding to make. Real devices break the assumptions of perfect balance, fully open columns and operation at 300 K; the estimates above give the resistance cost of the last two and, for imbalance, only the rise in field, not the loss of breakdown voltage. They also add channel, contact, substrate and spreading resistance, so 0.62 m$\Omega\,$cm$^2$ is an ideal drift-region value, not a prediction of total device resistance.

\section*{Computed values}
\begin{verbatim}
Column width: 2 um
Blocking voltage: 3300 V
Electron mobility at 300 K: 600 cm2/Vs
Relative permittivity: 10
Permittivity: 8.8542e-13 F/cm
Allowed field Ec: 2 MV/cm
Optimal lateral field: 1.4142 MV/cm
Optimal axial field: 1.4142 MV/cm
Optimal doping: 7.8154e+16 cm^-3
Optimal length: 23.335 um
Minimum resistance, interior bound: 0.62117 mOhm cm2
Same, numerical search: 0.62117 mOhm cm2
Resistance ratio at Ex = Ec/2: 1.1547
Lateral voltage between column centres: 141.42 V
Poisson junction field at mid-length: 2 MV/cm
End coefficient kappa, series: 0.74245
End coefficient kappa, Poisson: 0.74199
End peak, series: 2.4642 MV/cm
End peak, Poisson: 2.4635 MV/cm
Lowest end field, Poisson: 0.36488 MV/cm
End-limited coefficient 4 kappa: 2.9698
End-limited resistance: 0.92239 mOhm cm2
End-limited doping: 7.4434e+16 cm^-3
End-limited length: 33 um
End-limited lateral field: 1.3469 MV/cm
End-limited axial field: 1 MV/cm
End-limited peak, Poisson: 1.9993 MV/cm
End-limited junction field: 1.6775 MV/cm
Best uniform-layer resistance: 8.6479 mOhm cm2
Uniform / superjunction resistance: 13.922
Crossover column width: 27.844 um
Mobility-doping exponent s: 0.3
Optimal Ex/Ec with this exponent: 0.64169
Resistance ratio with this exponent: 0.98678
Built-in voltage: 3 V
Built-in depletion per side: 0.14565 um
Open fraction of n column: 0.85435
Donor depth: 0.08 eV
Band density at 300 K: 1.7e+19 cm^-3
Ionized donor fraction at 300 K: 0.85248
Corrected resistance at 300 K: 0.85289 mOhm cm2
Hot temperature: 425 K
Mobility temperature exponent: 2.4
Hot mobility / 300 K mobility: 0.43347
Ionized donor fraction when hot: 0.95574
Corrected resistance when hot: 1.755 mOhm cm2
Donor excess: 2 %
Mean end-field rise from excess: 0.165 MV/cm
End peak with excess, Poisson: 2.639 MV/cm
Ionization prefactor: 5e+06 cm^-1
Ionization field constant: 16 MV/cm
Ionization integral, column centre: 0.34045
Ionization integral, crossing line: 0.25856
Band gap: 3.2 eV
Tunnelling mass / electron mass: 0.3
Tunnelling exponent at end peak: 86.913
\end{verbatim}
